# The spin-spin dipolar D tensor and its value for triplet O2, part 2

The magnetic dipole interaction between electron spins splits a multiplet without an external field. We want this splitting for two open orbitals and for triplet O2. Spins $\mathbf s_i$ are dimensionless, $C=\mu_0g_e^2\mu_B^2/4\pi$, and $T_{ab}(\mathbf r)=(\delta_{ab}r^2-3r_ar_b)/r^5$.

Two triplet-coupled electrons at fixed distance $r$, with separation along $z$, have

$$
E_{\pm1}=-\frac{C}{2r^3},\qquad E_0=+\frac{C}{r^3},\qquad E_{\pm1}-E_0=-\frac{3C}{2r^3}. \tag{2}
$$

For separations averaged over the $xy$ plane,

$$
E_{\pm1}=\frac{C}{4r^3},\qquad E_0=-\frac{C}{2r^3},\qquad E_{\pm1}-E_0=+\frac{3C}{4r^3}. \tag{3}
$$

For a spatially non-degenerate state with total spin $S\ge1$ and components $M$, first-order projection gives

$$
\langle SM|\sum_{i\ne j}T_{ab}\sigma^{ij}_{cd}|SM'\rangle
=k_{ab}\,\langle SM|\tfrac12(S_cS_d+S_dS_c)-\tfrac13\delta_{cd}S(S+1)|SM'\rangle. \tag{7}
$$

Here $\sigma^{ij}_{cd}$ is the symmetric traceless part of $s_{ic}s_{jd}$. The levels are those of $\mathbf S\cdot\mathbf D\cdot\mathbf S$, with $D_{ab}=\tfrac C2k_{ab}$. For axial symmetry,

$$
H_{\rm eff}=D\left[S_z^2-\tfrac13S(S+1)\right],\qquad D=D_{zz}-D_{xx}=\tfrac32D_{zz}. \tag{11}
$$

A triplet has $D=E_{\pm1}-E_0$. The spin weight of a pair is

$$
w_{ij}=3s_{iz}s_{jz}-\mathbf s_i\cdot\mathbf s_j=2s_{iz}s_{jz}-s_{ix}s_{jx}-s_{iy}s_{jy}. \tag{8}
$$

For real orthonormal orbitals, in the state $M=S$,

$$
\Gamma^{\sigma\tau}_{pqrs}=\langle p^\dagger_\sigma r^\dagger_\tau s_\tau q_\sigma\rangle, \tag{12}
$$

$$
Q_{pqrs}=\tfrac12(\Gamma^{\alpha\alpha}+\Gamma^{\beta\beta}-\Gamma^{\alpha\beta}-\Gamma^{\beta\alpha})_{pqrs}+\tfrac12(\Gamma^{\alpha\beta}+\Gamma^{\beta\alpha})_{psrq}. \tag{16}
$$

$$
D_{ab}=\frac{C}{2S(2S-1)}\sum_{pqrs}Q_{pqrs}\,(pq|T_{ab}|rs). \tag{17}
$$

$$
Q_{psrq}=-Q_{pqrs}. \tag{18}
$$

$$
\sum_{pr}Q_{pprr}=S(2S-1). \tag{19}
$$

In $(pq|T_{ab}|rs)$, $pq$ belongs to electron 1 and $rs$ to electron 2. For one determinant with spin density $P=P^\alpha-P^\beta$, $P^\sigma_{pq}=\langle p^\dagger_\sigma q_\sigma\rangle$,

$$
D_{ab}=\frac{C}{4S(2S-1)}\sum_{pqrs}\left(P_{pq}P_{rs}-P_{ps}P_{rq}\right)(pq|T_{ab}|rs). \tag{22}
$$

For orbital products $\rho,\rho'$, integration by parts gives

$$
\frac{\partial^2}{\partial r_{1a}\partial r_{2b}}\frac1{r_{12}}=T_{ab}(\mathbf r_{12})+\frac{4\pi}3\delta_{ab}\delta^3(\mathbf r_{12}). \tag{23}
$$

$$
G_{ab}\equiv\iint\frac{\partial_a\rho(\mathbf r_1)\,\partial_b\rho'(\mathbf r_2)}{r_{12}}\,d^3r_1d^3r_2
=(\rho|T_{ab}|\rho')+\frac{4\pi}3\delta_{ab}\int\rho\rho'\,d^3r. \tag{24}
$$

$$
(\rho|T_{ab}|\rho')=G_{ab}-\tfrac13\delta_{ab}\sum_cG_{cc},\qquad \sum_cG_{cc}=4\pi\int\rho\rho'\,d^3r. \tag{25}
$$

The final table also lists earlier tests on two spherical Gaussian densities and in a five-orbital space.

### Two open orbitals

Let a restricted triplet determinant have the singly occupied orbitals $x$ and $y$. In the orbital basis $P$ is then the unit matrix on these two orbitals and zero elsewhere. The direct sum in (22) has $p=q$ and $r=s$, the exchange sum has $s=p$ and $r=q$:

$$
\begin{aligned}
\text{direct:}&\quad (xx|T|xx)+(yy|T|yy)+2(xx|T|yy),\\
\text{exchange:}&\quad (xx|T|xx)+(yy|T|yy)+2(xy|T|yx).
\end{aligned} \tag{26}
$$

The factors 2 use the fact that $T$ is even, so the electrons may be interchanged. The self terms cancel in the difference. With $S(2S-1)=1$,

$$
D_{ab}=\frac C2\left[(xx|T_{ab}|yy)-(xy|T_{ab}|yx)\right]. \tag{27}
$$

The bracket is the expectation value of $T_{ab}$ in the antisymmetric pair function

$$
\Psi(\mathbf r_1,\mathbf r_2)=\frac{1}{\sqrt2}\left[x(\mathbf r_1)y(\mathbf r_2)-y(\mathbf r_1)x(\mathbf r_2)\right]. \tag{28}
$$

The fixed spins of the opening are recovered when this pair is sharply localized: along the axis $T_{zz}=-2/r^3$, and $\tfrac32\cdot\tfrac C2\cdot(-2/r^3)=-3C/2r^3$, as in (2). Across the axis $T_{zz}=1/r^3$, which gives $3C/4r^3$, as in (3). A rotation of $x$ and $y$ among themselves leaves $\Psi$ unchanged, so the choice of the two degenerate orbitals does not matter.

### O2 with one determinant

The ground state of O2 has two unpaired electrons in the antibonding pair $\pi_{gx},\pi_{gy}$. It is a $\Sigma$ state, so it has no spatial degeneracy and the tensor is axial. The bond length is set to 1.21 Å, and the orbitals come from a restricted open-shell Hartree-Fock (ROHF) calculation in the cc-pVDZ basis.

With lengths in bohr, the constant needed is $C/a_0^3=2.32701\times10^{-22}$ J, or 11.7144 cm$^{-1}$. The two integrals are

$$
(xx|T_{zz}|yy)=0.11538\ {\rm bohr}^{-3},\qquad (xy|T_{zz}|yx)=-0.05643\ {\rm bohr}^{-3}. \tag{29}
$$

The exchange integral is negative and is subtracted, so both terms raise $D$. Their difference is $0.17181$ bohr$^{-3}$, and

$$
D_{zz}=\tfrac12(11.7144)(0.17181)\ {\rm cm}^{-1}=1.006\ {\rm cm}^{-1},\qquad
D=\tfrac32D_{zz}=1.51\ {\rm cm}^{-1}. \tag{30}
$$

This is 45.3 GHz. The other components are $D_{xx}=D_{yy}=-0.503$ cm$^{-1}$, so the trace is zero. By (11), $M=\pm1$ lies at $+0.503$ and $M=0$ at $-1.006$ cm$^{-1}$.

The contact terms can be followed separately. The traces $\sum_cG_{cc}$ of the direct and the exchange integral are both 0.304825 bohr$^{-3}$. By (25) each is $4\pi\int x^2y^2\,d^3r$, so they cancel in (27), as (18) requires.

### Why the sign is positive

The pair function (28) can be resolved by the atom on which each electron sits, using the atomic orbitals as labels. The ROHF value then splits into three parts. Both electrons on the same atom contribute $+2.17$ cm$^{-1}$. One electron on each atom contributes $-0.39$ cm$^{-1}$. The terms in which an electron is shared between the atoms through an overlap density contribute $-0.28$ cm$^{-1}$. The sum is 1.51 cm$^{-1}$ within rounding. The division depends on the basis, as any division by atomic orbitals does, but the dominance of the first part is large here.

The sign of the same-atom part can be derived for pure $p$ orbitals $xf(r)$ and $yf(r)$. The pair function is proportional to

$$
f(r_1)f(r_2)(x_1y_2-y_1x_2)=f(r_1)f(r_2)\,(\mathbf r_1\times\mathbf r_2)_z. \tag{31}
$$

Put $\mathbf r=\mathbf r_1-\mathbf r_2$ and $\mathbf R=\tfrac12(\mathbf r_1+\mathbf r_2)$. Then $\mathbf r_1\times\mathbf r_2=(\mathbf R+\tfrac12\mathbf r)\times(\mathbf R-\tfrac12\mathbf r)=\mathbf r\times\mathbf R$. Let $\mathbf n$ be the unit vector along this product. It is perpendicular to $\hat{\mathbf r}=\mathbf r/r$. The functions $f$ depend on the shape of the triangle formed by the nucleus and the two electrons, but not on its orientation. For each shape, the sign of the contribution is that of the average of $(1-3\hat r_z^2)n_z^2$ over all orientations.

For a unit vector $\langle n_z^2\rangle=\tfrac13$ and $\langle n_z^4\rangle=\tfrac15$. Complete $\mathbf n$ and $\hat{\mathbf r}$ to an orthonormal frame. The squared $z$ components of its three vectors add up to 1, and the two vectors perpendicular to $\mathbf n$ are equivalent, so $\tfrac15+2\langle n_z^2\hat r_z^2\rangle=\tfrac13$. This gives $\langle n_z^2\hat r_z^2\rangle=\tfrac1{15}$ and

$$
\langle(1-3\hat r_z^2)\,n_z^2\rangle=\tfrac13-\tfrac3{15}=\tfrac2{15}>0. \tag{32}
$$

Every shape contributes with a positive sign. Two $p$ electrons in $x$ and $y$ on one atom avoid lying above one another along $z$, and the arrangement across the axis prevails. The calculated same-atom part also contains small $d$ functions, to which this argument does not apply.

### The same number from Fourier space

An evaluation that does not use (24) starts from the transform of the kernel. The transform of $1/r$ is $4\pi/k^2$, and each derivative brings a factor $ik_a$. By (23), $T_{ab}=-\partial_a\partial_b(1/r)-\tfrac{4\pi}3\delta_{ab}\delta^3(\mathbf r)$, so

$$
\tilde T_{ab}(\mathbf k)=4\pi\left(\frac{k_ak_b}{k^2}-\frac{\delta_{ab}}3\right). \tag{33}
$$

With $\tilde\rho(\mathbf k)=\int\rho\,e^{-i\mathbf k\cdot\mathbf r}d^3r$ and the factor $(2\pi)^{-3}$ of the inverse transform, the bracket of (27) for $ab=zz$ is

$$
\frac1{2\pi^2}\int\left(\frac{k_z^2}{k^2}-\frac13\right)\left[\tilde\rho_{xx}\tilde\rho_{yy}-\tilde\rho_{xy}^2\right]d^3k. \tag{34}
$$

The transforms are real because products of two $\pi_g$ orbitals are even under inversion.

Let $n(\varrho,z)$ be the summed density of the two open orbitals, with $\varrho$ the distance from the axis. Choose the $x$ direction along the component of $\mathbf k$ perpendicular to the axis, $k_\perp$. The orbital densities are $n\cos^2\varphi$ and $n\sin^2\varphi$. The integrals over $\varphi$ are $\int_0^{2\pi}\cos(u\cos\varphi)\,d\varphi=2\pi J_0(u)$ and $\int_0^{2\pi}\cos2\varphi\cos(u\cos\varphi)\,d\varphi=-2\pi J_2(u)$, with Bessel functions $J_m$. Writing $\cos^2\varphi$ and $\sin^2\varphi$ as $\tfrac12(1\pm\cos2\varphi)$ gives $\tilde\rho_{xx}=A_0-A_2$ and $\tilde\rho_{yy}=A_0+A_2$, where

$$
A_m=\pi\iint n(\varrho,z)\cos(k_zz)\,J_m(k_\perp\varrho)\,\varrho\,d\varrho\,dz. \tag{35}
$$

The product $xy$ is odd in $\varphi$, so $\tilde\rho_{xy}=0$. The square bracket in (34) is $A_0^2-A_2^2$ and depends only on $k$ and $t=k_z/k$. The volume element becomes $2\pi k^2\,dk\,dt$, and the two signs of $t$ are equivalent, so

$$
D=\frac{3C}4\cdot\frac2\pi\int_0^\infty k^2dk\int_0^1dt\,\left(t^2-\tfrac13\right)(A_0^2-A_2^2). \tag{36}
$$

In the cc-pVDZ basis this reproduces 1.5095 cm$^{-1}$, the value from the integrals by parts, to all printed digits. In the larger cc-pVTZ basis it gives 1.52 cm$^{-1}$. This change of basis therefore moves the ROHF result by 0.7 percent of its value.

### Correlation changes the pair distribution

A CASSCF wave function with eight electrons in six active orbitals (two $\pi_u$, two $\pi_g$ and two $\sigma$ orbitals) is not a single determinant. Its tensor needs (17) with the full $Q$. In the cc-pVDZ basis the result is

$$
D=1.02\ {\rm cm}^{-1}\quad(30.5\ {\rm GHz}), \tag{37}
$$

one third below the ROHF value. In the cc-pVTZ basis it is 1.03 cm$^{-1}$, a shift of 0.011 cm$^{-1}$, so the last digit depends on the basis. As a test, the $M=0$ component was solved for separately. For an axial system the operator $\sum_{ab}T_{ab}s_{1a}s_{2b}$ averages to $T_{zz}[s_{1z}s_{2z}-\tfrac12(s_{1x}s_{2x}+s_{1y}s_{2y})]=\tfrac12T_{zz}w_{12}$. The dipolar energy of each component is therefore $\tfrac C4\sum Q^{(M)}_{pqrs}(pq|T_{zz}|rs)$, with $Q^{(M)}$ formed from that component. The energies are $0.3388$ cm$^{-1}$ for $M=1$ and $-0.6776$ cm$^{-1}$ for $M=0$. Their difference is 1.0164 cm$^{-1}$, equal to $D$.

The one-determinant formula (22), fed with the CASSCF spin density, gives 1.43 cm$^{-1}$. The factorized $Q$ built from this density has total weight 1.07 instead of the 1 required by (19). Rescaled to unit weight, the value is 1.34 cm$^{-1}$. Either way, most of the reduction is absent from the one-particle spin density. It sits in the part of $Q$ that does not factorize.

A model with two configurations shows how this can happen although the natural occupations, 1.962 for each $\pi_u$ and 1.038 for each $\pi_g$ orbital, look close to those of one determinant. Let

$$
\Psi=c_0\Phi_0+c_1\Phi_1,\qquad \Phi_0=\pi_u^4\pi_g^2,\quad \Phi_1=\pi_u^2\pi_g^4. \tag{38}
$$

For $M=1$, $\Phi_1$ arises from $\Phi_0$ by moving two $\beta$ electrons from $\pi_{ux},\pi_{uy}$ to $\pi_{gx},\pi_{gy}$. A one-particle density cannot connect configurations that differ in two electrons, so in this model the occupations change by $c_1^2$. The numbers above allow at most 0.038 for it, because any other configuration with a hole in $\pi_u$ also lowers that occupation. The estimate below uses this upper limit. The two-particle density $\Gamma^{\beta\beta}$ does connect them, and $Q$ acquires a term proportional to $2c_0c_1$. At the upper limit the magnitude of $2c_0c_1$ is $2\sqrt{0.038\times0.962}=0.38$, ten times the weight of the second configuration.

The sign follows if the overlap between the atoms is neglected. Then $\pi_g\propto A-B$ and $\pi_u\propto A+B$, with $A$ and $B$ the atomic $p$ orbitals. The antisymmetric pair functions of the form (28) built from $\pi_g$ and from $\pi_u$ have the same amplitude for both electrons on one atom and opposite amplitudes for electrons on different atoms. Their product is positive in the first case and negative in the second. The Coulomb repulsion weighted with this product is positive, because electrons on the same atom repel more strongly. A positive coupling makes $c_0c_1$ negative in the lower state. The interference therefore removes weight from same-atom pairs, whose contribution to $D$ is positive, and adds it to different-atom pairs, whose contribution is negative.

With the ROHF parts given above, the model predicts a change of $-0.38\,(2.17+0.39)\approx-1.0$ cm$^{-1}$. The calculated change from ROHF to CASSCF is $-0.49$ cm$^{-1}$. This rough estimate has the right sign and is too large by a factor of two, because both of its factors are too large. In the CASSCF wave function itself $c_1^2=0.025$, so the magnitude of $2c_0c_1$ is 0.31, and the dipolar coupling between $\Phi_0$ and $\Phi_1$, evaluated with the actual overlapping orbitals, is 1.71 instead of 2.56 cm$^{-1}$. The interference term is then $-0.52$ cm$^{-1}$. All other changes, from the weights, the other configurations and the orbitals, add up to about $+0.03$ cm$^{-1}$. The interference of these two configurations thus accounts for the reduction within this active space.

### What the numbers leave out

The values 1.51 and 1.02 cm$^{-1}$ belong to two levels of theory at one fixed geometry. Neither is a converged spin-spin contribution. Dynamic correlation beyond the active space is missing from both, the basis is finite, and no vibrational average has been taken. Correlation within the active space changes $D$ far more than the step from cc-pVDZ to cc-pVTZ, which is about 0.01 cm$^{-1}$ at both levels. This comparison does not tell how large the effect of the missing dynamic correlation or of a larger active space is, and either could undo part of the reduction.

The measured splitting, roughly 4 cm$^{-1}$, is not the quantity computed here. Spin-orbit coupling, taken to second order, also splits the triplet, and its contribution has to be added to the dipolar one before a comparison is made. If the electronic state were spatially degenerate, or if another state lay so close that magnetic terms mixed the two strongly, the projection (7) onto a single multiplet would fail, and the magnetic operators would have to be diagonalized in the larger set of states. The values computed by the program are listed in the numerical output below.

## Table of computed values

```
electron g factor (magnitude)            2.002319
C/a0^3                                   2.32701e-22 J
C/a0^3                                   11.71444 cm^-1
Gaussian test: exponents                 0.8, 1.3 bohr^-2
Gaussian test: separation                1.4 bohr
Gaussian test: T_zz by parts             -0.31601320 bohr^-3
Gaussian test: T_zz quadrature           -0.31601320 bohr^-3
max error, unrestricted factorization    1.9e-16
relative error, quartet multiplet        5.7e-16
relative error, correlated triplet       1.0e-14
one-determinant misfit, same triplet     0.104 (relative)
O2 bond length                           1.21 angstrom
ROHF/cc-pVDZ energy                      -149.607588 hartree
contact trace, direct                    0.304825 bohr^-3
contact trace, exchange                  0.304825 bohr^-3
direct integral (xx|T_zz|yy)             0.115377 bohr^-3
exchange integral (xy|T_zz|yx)           -0.056433 bohr^-3
direct minus exchange                    0.171810 bohr^-3
ROHF/cc-pVDZ D_xx                        -0.50317 cm^-1
ROHF/cc-pVDZ D_yy                        -0.50317 cm^-1
ROHF/cc-pVDZ D_zz                        1.00633 cm^-1
ROHF/cc-pVDZ D                           1.5095 cm^-1
ROHF/cc-pVDZ D                           45.25 GHz
ROHF/cc-pVDZ D, Fourier integral         1.5095 cm^-1
  one-centre part of D                   2.1738 cm^-1
  two-centre Coulomb-type part of D      -0.3860 cm^-1
  overlap part of D                      -0.2782 cm^-1
ROHF/cc-pVTZ energy                      -149.652072 hartree
ROHF/cc-pVTZ D, Fourier integral         1.5199 cm^-1
CASSCF(8,6)/cc-pVDZ energy               -149.708740 hartree
CASSCF natural occupations               1.962 1.962 1.959 1.038 1.038 0.042
CASSCF integral of Q                     1.000000
CASSCF D_zz                              0.67761 cm^-1
CASSCF D, two-particle spin density      1.0164 cm^-1
CASSCF D, two-particle spin density      30.47 GHz
CASSCF D, one-determinant formula        1.4349 cm^-1
CASSCF dipolar energy, M = 1             0.3388 cm^-1
CASSCF dipolar energy, M = 0             -0.6776 cm^-1
```
